# Double-exchange splitting of one electron shared by two quantum spins: a program that tests the result

```python
# Double exchange for one electron shared by two core spins S.
# Result under test (infinite Hund coupling, zero of energy at -J_H*S/2):
#   E = +t*c and -t*c,  c = (S_T + 1/2)/(2S + 1),  S_T = 1/2 ... 2S + 1/2
# t: hopping energy; S_T: total spin; J_H: Hund coupling in -J_H S.s;
# J_AF: core exchange in +J_AF S_a.S_b; lam: lattice reorganisation energy;
# x: antisymmetric lattice coordinate, wells at x = -1/2 and +1/2 for t = 0.
# Every Hamiltonian is built from explicit spin matrices and diagonalized.
import numpy as np
from scipy.optimize import minimize_scalar
from scipy import constants as const

TX = np.array([[0.0, 1.0], [1.0, 0.0]])
TZ = np.diag([1.0, -1.0])
ON_A, ON_B = np.diag([1.0, 0.0]), np.diag([0.0, 1.0])


def spin_matrices(S):
    m = S - np.arange(int(round(2 * S)) + 1)
    raising = np.diag(np.sqrt(S * (S + 1) - m[1:] * (m[1:] + 1)), 1)
    return np.diag(m), raising


def dot(A, B):
    return A[0] @ B[0] + (A[1] @ B[1].T + A[1].T @ B[1]) / 2


def build_spins(S):
    d = int(round(2 * S)) + 1
    one, two = np.eye(d), np.eye(2)
    core, half = spin_matrices(S), spin_matrices(0.5)
    A = [np.kron(np.kron(o, one), two) for o in core]
    B = [np.kron(np.kron(one, o), two) for o in core]
    E = [np.kron(np.kron(one, one), o) for o in half]
    total = [A[k] + B[k] + E[k] for k in range(2)]
    both = [A[k] + B[k] for k in range(2)]
    perm = np.zeros((d * d, d * d))
    for i in range(d):
        for j in range(d):
            perm[j * d + i, i * d + j] = 1.0
    return dict(S=S, a_s=dot(A, E), b_s=dot(B, E), a_b=dot(A, B),
                Tz=np.diag(total[0]), T2=dot(total, total),
                core2=dot(both, both), swap=np.kron(perm, two))


def total_spins(S):
    return np.arange(0.5, 2 * S + 0.75, 1.0)


def sector(sp, ST):
    """Operators restricted to total spin ST with M = ST."""
    idx = np.where(abs(sp["Tz"] - ST) < 1e-9)[0]
    w, v = np.linalg.eigh(sp["T2"][np.ix_(idx, idx)])
    W = np.zeros((len(sp["Tz"]), int(np.sum(abs(w - ST * (ST + 1)) < 1e-6))))
    W[idx] = v[:, abs(w - ST * (ST + 1)) < 1e-6]

    def cut(o):
        return W.T @ o @ W
    n = W.shape[1]
    s = dict(hund=np.kron(ON_A, cut(sp["a_s"])) + np.kron(ON_B, cut(sp["b_s"])),
             hop=np.kron(TX, np.eye(n)), side=np.kron(TZ, np.eye(n)),
             core=np.kron(np.eye(2), cut(sp["a_b"])),
             reflect=np.kron(TX, cut(sp["swap"])),
             a_s=cut(sp["a_s"]), core2=cut(sp["core2"]), swap=cut(sp["swap"]))
    w, v = np.linalg.eigh(s["hund"])
    L = v[:, abs(w - sp["S"] / 2) < 1e-8]     # spin locked to its core
    assert L.shape[1] == 2
    s["L"] = L
    for name in ("hop", "side", "core"):
        s[name + "_locked"] = L.T @ s[name] @ L
    return s


def c_formula(S, ST):
    return (ST + 0.5) / (2 * S + 1)


def core_exchange_formula(S, ST):
    return S / (2 * S + 1) * (ST * (ST + 1) - (S + .5) * (S + 1.5) - S * (S + 1))


# ---- general tests for several core spins
worst = 0.0
for S in (0.5, 1.0, 1.5, 2.0, 2.5):
    sp = build_spins(S)
    dim = len(sp["Tz"])
    # whole locked spectrum, multiplicities included
    hund = np.kron(ON_A, sp["a_s"]) + np.kron(ON_B, sp["b_s"])
    w, v = np.linalg.eigh(hund)
    assert np.allclose(np.unique(np.round(w, 8)), [-(S + 1) / 2, S / 2])
    L = v[:, abs(w - S / 2) < 1e-8]
    numeric = np.linalg.eigvalsh(-L.T @ np.kron(TX, np.eye(dim)) @ L)
    expected = []
    for ST in total_spins(S):
        for sign in (-1, 1):
            expected += [sign * c_formula(S, ST)] * int(round(2 * ST + 1))
    assert len(numeric) == len(expected)
    worst = max(worst, np.max(abs(numeric - np.sort(expected))))
    # on-site projector
    P = ((S + 1) * np.eye(dim) + 2 * sp["a_s"]) / (2 * S + 1)
    assert np.allclose(P @ P, P)
    assert abs(np.trace(P) - (2 * S + 2) * (2 * S + 1)) < 1e-8

    for ST in total_spins(S):
        s, c = sector(sp, ST), c_formula(S, ST)
        eta = (-1) ** int(round(2 * S - ST + 0.5))
        # locked spin state on site a: weights by core spin, exchange average
        va = np.linalg.eigh(s["a_s"])[1][:, -1]
        w0, u0 = np.linalg.eigh(s["core2"])
        low = abs(w0 - (ST - 0.5) * (ST + 0.5)) < 1e-6
        weight_low = np.sum((u0[:, low].T @ va) ** 2)
        weight_high = np.sum((u0[:, ~low].T @ va) ** 2)
        assert abs(weight_low - (2 * S + ST + 1.5) / (4 * S + 2)) < 1e-9
        assert abs(weight_high - (2 * S + 0.5 - ST) / (4 * S + 2)) < 1e-9
        assert abs(va @ s["swap"] @ va - eta * c) < 1e-9
        # levels and reflection parity of the bonding state
        e, u = np.linalg.eigh(-s["hop_locked"])
        assert np.allclose(e, [-c, c])
        bonding = s["L"] @ u[:, 0]
        assert abs(bonding @ s["reflect"] @ bonding - eta) < 1e-8
        # core exchange inside the locked space
        assert np.allclose(s["core_locked"],
                           core_exchange_formula(S, ST) * np.eye(2))
        # finite Hund coupling, t = 1
        JH = 3.0
        gap = JH * (2 * S + 1) / 2
        e = np.linalg.eigvalsh(-s["hop"] - JH * s["hund"]) + JH * S / 2
        root = np.sqrt(gap**2 / 4 + 1 + np.array([1, -1]) * gap * c)
        assert np.allclose(e[:2], gap / 2 - root)
        if c < 1 - 1e-9:
            assert np.allclose(e[2:], np.sort(gap / 2 + root))
            errors = []
            for gap in (200.0, 400.0):
                JH = 2 * gap / (2 * S + 1)
                e0 = np.linalg.eigvalsh(-s["hop"] - JH * s["hund"])[0] + JH * S / 2
                errors.append(abs(e0 + c + (1 - c**2) / gap))
            # leftover must fall as 1/gap^2; 5 % allows for the next order
            assert abs(errors[0] / errors[1] - 4) < 0.2
assert worst < 1e-9

# ---- classical limit: overlap of two spinors along cores at angle theta
classical_error = {}
for S in (1.0, 2.5, 5.0):
    sp, deviations = build_spins(S), []
    for ST in total_spins(S)[:-1]:
        c_num = np.linalg.eigvalsh(sector(sp, ST)["hop_locked"])[-1]
        theta = 2 * np.arccos(ST / (2 * S))
        up = np.array([1.0, 0.0])
        tilted = np.linalg.eigh(np.cos(theta) * TZ + np.sin(theta) * TX)[1][:, -1]
        difference = c_num - abs(up @ tilted)
        assert abs(difference - (0.5 - ST / (2 * S)) / (2 * S + 1)) < 1e-9
        deviations.append(abs(difference))
    classical_error[S] = max(deviations)
assert classical_error[5.0] < classical_error[2.5] < classical_error[1.0]


# ---- lattice tools
def relaxed(electronic, side, lam):
    """Lowest adiabatic minimum, barrier at x = 0, vertical gap, position."""
    def levels(x):
        return np.linalg.eigvalsh(electronic + lam * x * side) + lam * x**2 + lam / 4
    best = minimize_scalar(lambda x: levels(x)[0], bounds=(0, 0.7),
                           method="bounded", options=dict(xatol=1e-10))
    e = levels(best.x)
    return e[0], levels(0.0)[0] - e[0], e[1] - e[0], best.x


def vibronic(electronic, side, lam, quantum, n=80):
    """Levels with one quantum mode, its zero-point energy removed."""
    ladder = np.diag(np.sqrt(np.arange(1, n)), 1)
    h = np.kron(electronic, np.eye(n))
    h += np.kron(np.eye(len(electronic)), np.diag(quantum * np.arange(n)))
    h += np.sqrt(lam * quantum) / 2 * np.kron(side, ladder + ladder.T)
    return np.linalg.eigvalsh(h) + lam / 4


# ---- worked example: Mn3+/Mn4+ pair, rough typical parameters, in eV
S, t, JH, JAF = 1.5, 0.20, 1.25, 0.002
lam, quantum, offset, T = 1.0, 0.060, 0.10, 300.0
kT = const.k * T / const.e
sp = build_spins(S)
spins = total_spins(S)
secs = [sector(sp, ST) for ST in spins]
hund_gap = JH * (2 * S + 1) / 2

# lattice formulas in the trapped and in the delocalised regime
for test_lam in (lam, 0.25):
    for ST, s in zip(spins, secs):
        b = t * c_formula(S, ST)
        e, barrier, gap, x = relaxed(-t * s["hop_locked"], s["side_locked"], test_lam)
        if b < test_lam / 2:
            assert abs(e + b**2 / test_lam) < 1e-8
            assert abs(gap - test_lam) < 1e-5
            assert abs(barrier - (test_lam / 4 - b + b**2 / test_lam)) < 1e-8
        else:
            assert abs(e - (test_lam / 4 - b)) < 1e-8
# weak-hopping tunnel splitting with a quantum lattice
weak = 1e-5
e = vibronic(-weak * TX, TZ, lam, quantum)
assert abs((e[1] - e[0]) / (2 * weak * np.exp(-lam / (2 * quantum))) - 1) < 1e-3

# core exchange at which the highest spin stops being the ground state
J_crit = t / (2 * S * (2 * S + 0.5))
for factor, place in ((0.98, len(spins) - 1), (1.02, len(spins) - 2)):
    lowest = [np.linalg.eigvalsh(-t * s["hop_locked"]
              + factor * J_crit * s["core_locked"])[0] for s in secs]
    assert int(np.argmin(lowest)) == place

rigid = [np.linalg.eigvalsh(-t * s["hop_locked"]) for s in secs]
finite = [np.linalg.eigvalsh(-t * s["hop"] - JH * s["hund"])[0] + JH * S / 2
          for s in secs]
exchange = [np.linalg.eigvalsh(-t * s["hop_locked"] + JAF * s["core_locked"])[0]
            for s in secs]
shifted = [np.linalg.eigvalsh(-t * s["hop_locked"]
           + offset / 2 * s["side_locked"])[0] for s in secs]
for ST, e in zip(spins, shifted):
    assert abs(e + np.hypot(offset / 2, t * c_formula(S, ST))) < 1e-10
trapped = [relaxed(-t * s["hop_locked"], s["side_locked"], lam) for s in secs]
quantum_lattice = [vibronic(-t * s["hop_locked"], s["side_locked"], lam, quantum)
                   for s in secs]
full = [vibronic(-t * s["hop"] - JH * s["hund"] + JAF * s["core"]
                 + JH * S / 2 * np.eye(len(s["hop"])), s["side"], lam, quantum)
        for s in secs]
check = vibronic(-t * secs[-1]["hop_locked"], secs[-1]["side_locked"],
                 lam, quantum, n=60)
assert np.max(abs(check[:2] - quantum_lattice[-1][:2])) < 1e-8


def top_share(levels):
    zero = min(np.min(e) for e in levels)
    z = [(2 * ST + 1) * np.sum(np.exp(-(np.asarray(e) - zero) / kT))
         for ST, e in zip(spins, levels)]
    return z[-1] / sum(z)


def step(lowest):
    return 1000 * (lowest[-2] - lowest[-1])


z_active = sum((2 * ST + 1) * np.sum(np.exp(-e / kT)) for ST, e in zip(spins, rigid))
z_idle = 2 * (2 * S + 2) * (2 * S + 1)

print(f"largest error of E/t, S = 1/2 to 5/2: {worst:.1e}")
for key, value in classical_error.items():
    print(f"largest |c - cos(theta/2)| for S = {key}: {value:.4f}")
print("Mn3+/Mn4+ pair, rough typical parameters")
print(f"core spin S = {S}, hopping t = {t:.2f} eV")
print(f"Hund coupling J_H = {JH:.2f} eV, Hund gap = {hund_gap:.2f} eV")
print(f"core exchange J_AF = {1000*JAF:.1f} meV")
print(f"reorganisation energy = {lam:.2f} eV, phonon = {1000*quantum:.0f} meV")
print(f"site offset = {offset:.2f} eV, T = {T:.0f} K, kT = {1000*kT:.2f} meV")
print("S_T, c, lower level, upper level, splitting (meV)")
for ST, e in zip(spins, rigid):
    print(f"{ST:.1f}  {e[1]/t:.4f}  {1000*e[0]:.1f}  {1000*e[1]:.1f}"
          f"  {1000*(e[1]-e[0]):.1f}")
print("lowest level (meV): S_T, finite Hund, core exchange, site offset")
for k, ST in enumerate(spins):
    print(f"{ST:.1f}  {1000*finite[k]:.2f}  {1000*exchange[k]:.2f}"
          f"  {1000*shifted[k]:.2f}")
print("lattice (meV): S_T, relaxed minimum, barrier, vertical gap; x")
for k, ST in enumerate(spins):
    e, barrier, gap, x = trapped[k]
    print(f"{ST:.1f}  {1000*e:.2f}  {1000*barrier:.2f}  {1000*gap:.1f};  {x:.4f}")
print("quantum lattice (meV): S_T, lowest level, tunnel splitting,")
print("  lowest level with finite Hund and core exchange added")
for k, ST in enumerate(spins):
    e = quantum_lattice[k]
    print(f"{ST:.1f}  {1000*e[0]:.2f}  {1000*(e[1]-e[0]):.4f}  {1000*full[k][0]:.2f}")
print("energy step from S_T = 7/2 up to S_T = 5/2:")
base = step([e[0] for e in rigid])
print(f"  ideal model: {base:.2f} meV = {base/1000*const.e/const.k:.0f} K")
print(f"  finite Hund coupling: {step(finite):.2f} meV")
print(f"  core exchange: {step(exchange):.2f} meV")
print(f"  site offset: {step(shifted):.2f} meV")
print(f"  classical relaxed lattice: {step([e[0] for e in trapped]):.2f} meV")
print(f"  quantum lattice: {step([e[0] for e in quantum_lattice]):.2f} meV")
print(f"  quantum lattice, Hund, exchange: {step([e[0] for e in full]):.2f} meV")
print(f"critical core exchange, rigid pair: {1000*J_crit:.2f} meV")
print(f"share of S_T = 7/2, no coupling: {top_share([[0.0]]*len(spins)):.3f}")
print(f"share of S_T = 7/2 at T, ideal model: {top_share(rigid):.3f}")
print(f"share of S_T = 7/2 at T, lattice, Hund, exchange: {top_share(full):.3f}")
print(f"share in idle degenerate orbital at T: {z_idle/(z_idle+z_active):.4f}")
print("all tests passed")
```

Output:

```
largest error of E/t, S = 1/2 to 5/2: 3.4e-15
largest |c - cos(theta/2)| for S = 1.0: 0.0833
largest |c - cos(theta/2)| for S = 2.5: 0.0667
largest |c - cos(theta/2)| for S = 5.0: 0.0409
Mn3+/Mn4+ pair, rough typical parameters
core spin S = 1.5, hopping t = 0.20 eV
Hund coupling J_H = 1.25 eV, Hund gap = 2.50 eV
core exchange J_AF = 2.0 meV
reorganisation energy = 1.00 eV, phonon = 60 meV
site offset = 0.10 eV, T = 300 K, kT = 25.85 meV
S_T, c, lower level, upper level, splitting (meV)
0.5  0.2500  -50.0  50.0  100.0
1.5  0.5000  -100.0  100.0  200.0
2.5  0.7500  -150.0  150.0  300.0
3.5  1.0000  -200.0  200.0  400.0
lowest level (meV): S_T, finite Hund, core exchange, site offset
0.5  -64.34  -56.75  -70.71
1.5  -111.07  -104.50  -111.80
2.5  -156.24  -150.75  -158.11
3.5  -200.00  -195.50  -206.16
lattice (meV): S_T, relaxed minimum, barrier, vertical gap; x
0.5  -2.50  202.50  1000.0;  0.4975
1.5  -10.00  160.00  1000.0;  0.4899
2.5  -22.50  122.50  1000.0;  0.4770
3.5  -40.00  90.00  1000.0;  0.4583
quantum lattice (meV): S_T, lowest level, tunnel splitting,
  lowest level with finite Hund and core exchange added
0.5  -2.69  0.0276  -20.19
1.5  -10.74  0.0815  -23.88
2.5  -24.22  0.2210  -30.05
3.5  -43.27  0.6076  -38.77
energy step from S_T = 7/2 up to S_T = 5/2:
  ideal model: 50.00 meV = 580 K
  finite Hund coupling: 43.76 meV
  core exchange: 44.75 meV
  site offset: 48.04 meV
  classical relaxed lattice: 17.50 meV
  quantum lattice: 19.05 meV
  quantum lattice, Hund, exchange: 8.72 meV
critical core exchange, rigid pair: 19.05 meV
share of S_T = 7/2, no coupling: 0.400
share of S_T = 7/2 at T, ideal model: 0.893
share of S_T = 7/2 at T, lattice, Hund, exchange: 0.521
share in idle degenerate orbital at T: 0.0019
all tests passed
```
